# Phonon defect T-matrices on a subspace: sum rule and optical theorem

## The decision

A calculation of defect-limited heat conduction may start from a table of changed force constants, cut off at some shell around the defect. Before it enters a scattering code one must decide whether to use it as it stands or to repair it. In the example below, a cut after the first shell gives phonons of 2 meV a nominal lifetime of about 30 ps, where the uncut perturbation gives 34 ns. Yet at 8 and 12 meV, where this was tested, the cut table satisfies the optical theorem to better than one percent. Two separate checks are therefore needed, one for translational invariance and one for conservation of the scattered energy.

## The perturbation and its subspace

Set $\hbar=1$, so that $\omega$ and the decay rate $\Gamma$ are energies. The host has a diagonal mass matrix $M_0$ and force constants $K_0$; the defect adds $\Delta M$ and $\Delta K$ on a finite set $S$ of atoms. Harmonic motion $u\,e^{-i\omega t}$ obeys

$$(K_0+\Delta K)u=\omega^2(M_0+\Delta M)u .$$

Put $x=M_0^{1/2}u$, multiply from the left by $M_0^{-1/2}$, and collect the defect terms:

$$(\omega^2-D_0-V)x=0,\qquad D_0=M_0^{-1/2}K_0M_0^{-1/2},$$
$$V(\omega)=M_0^{-1/2}(\Delta K-\omega^2\Delta M)M_0^{-1/2}.$$

A heavier atom gives a negative $V$, and so does a softer spring. $V$ depends on frequency but is Hermitian at real $\omega$ if $\Delta K$ is symmetric.

Let $z=(\omega+i0)^2$, $G_0=(z-D_0)^{-1}$ and $G=(z-D_0-V)^{-1}$. From $G^{-1}=G_0^{-1}-V$ follows $G=G_0+G_0VG$. Define $T=V+VGV$. Then $G=G_0+G_0TG_0$, and

$$T=V+VG_0T\quad\Rightarrow\quad T=(1-VG_0)^{-1}V. \tag{1}$$

In $T=V+VGV$ each term begins and ends with $V$, so rows and columns of $T$ outside $S$ vanish. In (1) the product $VG_0T$ therefore contains $G_0$ between atoms of $S$ alone. The restriction is exact for the given $V$; the approximation lies in how $V$ was obtained.

This was tested on a periodic diamond crystal of 128 atoms with one defect on 17 atoms, at $\omega=20+3i$ meV. The matrix $T$ between twelve plane-wave modes was extracted from a direct solution with all 384 coordinates, and again from (1) with 51 coordinates. The largest difference was $4\times10^{-13}$ of the largest element.

## From T to a decay rate

Let $N_d$ defects sit at random sites. A defect displaced by $R$ has $T_{k'k}$ multiplied by $e^{i(k-k')\cdot R}$. On averaging over positions, terms between different wave vectors cancel, while the forward terms add to $N_dT_{kk}$. Terms between different branches at the same wave vector also survive, but they shift a mode of separate frequency only in second order in concentration and are dropped; for degenerate branches the polarizations are chosen so that these terms vanish. Repeated forward scattering sums to a geometric series, so to first order in concentration the mean Green function is

$$\langle G_{kk}\rangle=\frac{1}{z-\omega_k^2-N_dT_{kk}} .$$

Its pole obeys $(\omega_k+\delta\omega)^2=\omega_k^2+N_dT_{kk}$, hence $\delta\omega=N_dT_{kk}/(2\omega_k)$ for a small shift. The amplitude varies as $e^{-i\delta\omega t}$, with modulus $e^{\mathrm{Im}\,\delta\omega\,t}$. Energy is quadratic in amplitude, so

$$\Gamma_k=-2\,\mathrm{Im}\,\delta\omega=-\frac{N_d}{\omega}\,\mathrm{Im}\,T_{kk}. \tag{2}$$

In a crystal of $N$ cells write $|k\rangle=W_k/\sqrt N$, where $W_k$ holds the polarization and phase on each atom and has unit norm over one cell. In the diamond lattice, inversion about a bond centre exchanges the sublattices and turns $k$ into $-k$; since $T$ is a symmetric matrix, $T_{-k,-k}=T_{kk}$, and defects on both sublattices contribute equally. With two atoms per cell and a fraction $c$ of atoms replaced, $N_d=2cN$ and $\Gamma_k=-(2c/\omega)\,\mathrm{Im}\,W_k^\dagger TW_k$.

The prefactor was tested by following plane waves in time. A crystal of 9792 atoms with 69 random defects was integrated by the leapfrog method, whose known frequency distortion was removed, and the decay of eight modes between 34.3 and 38.6 meV was fitted. The mean rate was 0.352 meV, against 0.364 meV from (2). The difference of 3% is well inside the 20% allowed for a finite crystal, a single defect arrangement and a finite concentration.

## The optical theorem and what it can detect

Let $\Omega=1+G_0T$, so that $T=V\Omega$ and $T^\dagger=\Omega^\dagger V^\dagger$. Then

$$\Omega^\dagger V\Omega=\Omega^\dagger T=T+T^\dagger G_0^\dagger T,$$
$$\Omega^\dagger V^\dagger\Omega=T^\dagger\Omega=T^\dagger+T^\dagger G_0T .$$

Subtract the second line from the first:

$$T-T^\dagger=T^\dagger(G_0-G_0^\dagger)T+\Omega^\dagger(V-V^\dagger)\Omega. \tag{3}$$

For Hermitian $V$ the last term is zero. Since $1/(x+i0)-1/(x-i0)=-2\pi i\,\delta(x)$,

$$G_0-G_0^\dagger=-2\pi i\sum_{k'}|k'\rangle\langle k'|\,\delta(\omega^2-\omega_{k'}^2).$$

The diagonal element of (3) is then $2i\,\mathrm{Im}\,T_{kk}=-2\pi i\sum_{k'}|T_{k'k}|^2\delta(\omega^2-\omega_{k'}^2)$, and (2) becomes

$$\Gamma_k=\frac{\pi N_d}{\omega}\sum_{k'}|T_{k'k}|^2\,\delta(\omega^2-\omega_{k'}^2). \tag{4}$$

The energy lost by the incident wave equals the energy found in the outgoing waves.

Equation (3) also shows what the check cannot see. Any Hermitian error in $V$ passes. So does any Hermitian error in $G_0$, because it cancels in $G_0-G_0^\dagger$. Agreement of (2) and (4) supports the anti-Hermitian part of $G_0$, the symmetry of $V$ and the normalization of final states; the rest needs other evidence.

## Restoring the sum rule

A rigid shift of the whole crystal costs no energy, with or without the defect. Hence, for every atom $i$,

$$r_i\equiv\sum_j\Delta K_{ij}=0,$$

where $\Delta K_{ij}$ is a $3\times3$ block. Truncation breaks this: an on-site block near the edge of $S$ keeps the effect of a changed spring, while the block to the atom at its far end is deleted.

For $n$ retained atoms let $t$ be the $3n\times3$ matrix of $n$ unit blocks divided by $\sqrt n$. Its columns are the normalized uniform shifts, $t^Tt=1$. With $P=1-tt^T$ the repair is

$$\Delta K\to P\,\Delta K\,P. \tag{5}$$

In blocks, with $R=\sum_ir_i$, this reads $\Delta K_{ij}-r_i/n-r_j^T/n+R/n^2$. Summing over $j$ gives $r_i-r_i-R^T/n+R/n=0$, since $R$ is symmetric when $\Delta K$ is.

This is the smallest symmetric correction in the Frobenius norm. Any admissible symmetric $X$ has $Xt=0$, hence $X=PXP$, and $Y=P\Delta KP-X$ satisfies $Y=PYP$ too. The cross term in $\|\Delta K-X\|^2$ is proportional to

$$\mathrm{tr}[(\Delta K-P\Delta KP)Y]=\mathrm{tr}[P\Delta KP\,Y]-\mathrm{tr}[P\Delta KP\,Y]=0 ,$$

where the first trace used $Y=PYP$ and cyclic order. So $\|\Delta K-X\|^2=\|\Delta K-P\Delta KP\|^2+\|Y\|^2$, which is least at $Y=0$.

Two details matter. The projection acts on displacements, so in a host with several masses it comes before mass weighting. It must not touch $\Delta M$, since a uniformly moving heavy atom really has extra inertia.

An alternative subtracts $r_i$ from the on-site block $\Delta K_{ii}$. It leaves a symmetric matrix when each $r_i$ is symmetric. A one-sided projection $\Delta K P$ also removes the force under a uniform shift, but is in general not symmetric, and the last term of (3) then appears. That term is of first order in the perturbation, whereas the wanted $|T|^2$ is of second order, so the damage to the rate of a single mode can be large. Since the first-order term comes from a real antisymmetric matrix, it has opposite signs for $k$ and $-k$ and cancels in their mean.

## Long waves: two power laws

At small $\omega$ the acoustic wave on the defect atoms is a uniform vector plus corrections of order $k\propto\omega$. If the sum rule holds, $\Delta K$ removes the uniform part on its left and on its right, leaving $W_{k'}^\dagger\Delta K\,W_k=O(k'k)=O(\omega^2)$. The mass term is also $O(\omega^2)$. Multiple scattering does not change the order: $G_0$ stays finite at $\omega=0$ in three dimensions, and the outer factors of $V$ still act on the long waves. So $T_{k'k}=O(\omega^2)$.

The density of final states in the variable $\omega^2$ is $g(\omega)/(2\omega)$, with $g\propto\omega^2$, and so grows as $\omega$. Equation (4) gives

$$\Gamma\propto\omega^{-1}(\omega^2)^2\,\omega=\omega^4 .$$

If the sum rule fails, $T_{k'k}$ generally tends to a constant and $\Gamma\propto\omega^{-1}\cdot1\cdot\omega=\omega^0$: the defect acts as if tied to the laboratory by a spring.

A weak, purely local mass change gives the coefficient. Let $\varepsilon=\Delta M/M$ and replace $T$ by $V=-\varepsilon\omega^2$ on one atom. At low frequency each atom of the cell carries half the squared amplitude. With one mean sound speed $v$ and cell volume $\Omega_c$, the three acoustic branches give a density per cell in $\omega^2$ of

$$3\,\frac{\Omega_c}{2\pi^2}\frac{\omega^2}{v^3}\frac1{2\omega}=\frac{3\Omega_c\omega}{4\pi^2v^3}.$$

A factor $1/2$ for the defect atom and $1/3$ for one direction turn this into $\Omega_c\omega/(8\pi^2v^3)$. Inserting it with $|W_k|^2=1/2$ on the defect atom,

$$\Gamma=\frac{2\pi c}{\omega}\,\varepsilon^2\omega^4\,\frac12\,\frac{\Omega_c\omega}{8\pi^2v^3}=\frac{c\,\varepsilon^2\Omega_a\,\omega^4}{4\pi v^3}, \tag{6}$$

where $\Omega_a=\Omega_c/2$ is the volume per atom.

## Numerical Green function and its errors

On $S$ the host function is $G_0=N^{-1}\sum_{q,s}W_{qs}W_{qs}^\dagger/(z-\omega_{qs}^2)$. On a finite mesh this is a set of poles, useless at real $\omega$. We evaluate it at $\omega+i\gamma$ with $\gamma=h,2h,\dots,nh$ and extrapolate to $\gamma=0$:

$$G_0(\omega)\simeq\sum_{j=1}^{n}(-1)^{j+1}\binom nj\,G_0(\omega+ijh). \tag{7}$$

The rule is linear, so the weights can be summed first and a single matrix product suffices per frequency.

**Extrapolation error.** The exact value minus (7) is $\sum_{j=0}^n(-1)^j\binom nj f(jh)$, the $n$th finite difference up to sign. For the real and imaginary parts separately its size is $h^n|f^{(n)}(\xi)|$ at some $\xi$ between 0 and $nh$. This is small if $G_0$ is smooth on the scale of $h$, which fails near van Hove frequencies.

The point $\omega=0$ is harmless in three dimensions. Write $G_0=\int_0^\infty g(\nu)\,d\nu/(\omega^2-\nu^2)$ with the matrix density $g(\nu)$. Scaling $q=\nu x$ shows that near zero $g$ is $\nu^2$ times a series in $\nu$; reversing $\nu$ is undone by $x\to-x$, so the series is even. Extend $g$ evenly to negative $\nu$ and split the fraction:

$$G_0=\frac1{2\omega}\int_{-\infty}^{\infty}\frac{g(\nu)}{\omega-\nu}\,d\nu .$$

The contour can be bent below $\nu=0$, so the integral is analytic in $\omega$ there. At $\omega=0$ it vanishes, because $g(\nu)/\nu$ is odd and regular. The division by $\omega$ leaves no singularity.

**Mesh error.** A mesh sum equals the infinite-lattice $G_0$ plus copies from periodic images a distance $L$ away. At complex frequency a wave of speed $v$ reaches them with the factor $e^{-\gamma L/v}$. Here the mesh is $32^3$, $n=6$ and $h=1.6$ meV. The shortest image distance is $L=32\times5.43/\sqrt2=123$ Å. The [100] longitudinal speed of 6623 m/s is 43.6 meV Å, which would give a factor $e^{-4.5}\approx0.01$ at $\gamma=h$. The nearest images lie along [110], where longitudinal waves in this model are about 11% faster, so the factor is nearer 0.02. It multiplies a weight of 6 and an amplitude already reduced by distance. A larger $h$ suppresses images but raises the extrapolation error. At 12 meV the span $nh=9.6$ meV exceeds the distance of 6.9 meV to the van Hove point of the transverse branch at L, 18.9 meV. With a $48^3$ mesh and $h=1.1$ meV the full and repaired rates at 12 meV given below fall by about 0.1% (the full one from 87.4 to 87.3 µeV) and the raw one by 0.2%, while their values at 2 meV keep the digits shown. The last digit at 12 meV is therefore uncertain.

**Propagation to T.** Varying (1) gives $\delta T=T\,\delta G_0\,T$. Near a resonance, where $1-VG_0$ is almost singular, a given error in $G_0$ is enlarged by two factors of $T$.

For (4) we need an independent $\delta$-function. Along a direction $\hat n$, each acoustic branch is solved for $\omega_s(q\hat n)=\omega$ by repeating $q\leftarrow q\,\omega/\omega_s(q\hat n)$. Near the root an error is multiplied by $1-d\ln\omega_s/d\ln q$, which is small for nearly linear dispersion. Then

$$\Gamma_k=\frac{2\pi c}{\omega}\frac{\Omega_c}{8\pi^3}\sum_s\int d\hat n\,\frac{q^2}{|\partial\omega_s^2/\partial q|}\,|W_{k'}^\dagger TW_k|^2 .$$

This form assumes that each ray meets each sheet once. It contains no broadening, although $T$ itself still uses (7).

## A heavy atom in a silicon-like crystal

The host is a diamond lattice with $a=5.43$ Å and atomic mass 28.1 u. Each bond with unit vector $\hat n$ has the spring matrix $B=f_t+(f_r-f_t)\hat n\hat n^T$, with $f_r=8.0$ and $f_t=1.2$ eV/Å$^2$. One percent of the atoms, or $5\times10^{20}$ cm$^{-3}$, have mass 72.6 u. Their four bonds are softened by 15%, and the twelve bonds behind the neighbours by 3%. The full perturbation covers 17 atoms; the raw one is its block on the first five.

The violation can be found by hand. Each neighbour keeps the on-site effect of three back bonds. A diagonal element of their sum is $3f_t+(f_r-f_t)=10.4$ eV/Å$^2$, and 3% of it is 0.312 eV/Å$^2$, the largest row sum found. Four neighbours give a false spring to the laboratory of $-1.25$ eV/Å$^2$.

To express it in meV$^2$, use the zone-centre optical mode, where the sublattices move oppositely: its squared energy is $\tfrac83(f_r+2f_t)/M$. With 64.2 meV, a spring of 1 eV/Å$^2$ divided by $M$ corresponds to $64.2^2/27.7\approx149$ meV$^2$. The false term is then $-186$ meV$^2$, against a mass term $-1.58\,\omega^2$. These two terms of $V$ are equal near 11 meV; well below that the artefact dominates the uniform motion.

The rates, averaged over all modes at each frequency, are in µeV:

| Perturbation | 2 meV | 4 meV | 8 meV | 12 meV |
|---|---|---|---|---|
| full, 17 atoms | 0.0196 | 0.342 | 8.02 | 87.4 |
| raw, 5 atoms | 21.7 | 25.9 | 51.4 | 167 |
| projected | 0.0208 | 0.362 | 8.47 | 93.8 |
| on-site repair | 0.0192 | 0.334 | 7.72 | 81.5 |
| mass only | 0.0189 | 0.323 | 6.98 | 62.6 |

Between 2 and 4 meV the full rate grows with exponent 4.13 and both repaired rates with 4.12; the raw exponent is 0.25. To first order in $V$, uniform motion alone predicts a raw growth of $[(186+25)/(186+6)]^2=1.21$, an exponent of 0.27. The mass term is thus large enough to explain a departure from zero of this size. Other effects, such as dispersion and multiple scattering, were not separated, so the close agreement should not be given weight.

The raw rate at 2 meV is a formal value. Equation (2) assumes a small shift, but there $N_d\,\mathrm{Re}\,T_{kk}\approx-2.2$ meV$^2$ against $\omega^2=4$ meV$^2$; the full perturbation gives $-0.08$ meV$^2$. Since the false spring is negative, the longest waves become unstable: a periodic cell of 128 atoms with one raw defect has three modes with $\omega^2\approx-1.5$ meV$^2$.

The projection changes $\Delta K$ by 0.570 eV/Å$^2$ in norm, the on-site repair by 1.131 eV/Å$^2$. Yet the on-site result is closer to the full one at all four frequencies: 2% low against 6% high at 2 meV, and 6.8% low against 7.3% high at 12 meV. The smallest change is not necessarily the most accurate. In this model the on-site repair leaves just the four inner springs, a physical network without the back-bond change. Neither repair recovers the lost information; enlarging $S$ does.

For the full perturbation at 12 meV, the forward amplitude gives a mean of 87.2 µeV and the final-state sum 87.4 µeV; the worst single state differs by 0.35%. At 8 meV the worst state differs by 0.71%. The raw perturbation does equally well, 0.72% at 8 meV, though its rate is more than six times too large. The one-sided projection fails by nearly 500% in its worst state at 8 meV (479% on the angular grid used). It fails by about 7% at most once $k$ and $-k$ are averaged, and by under 3% in the mean over all modes, so the check should be made state by state.

Equation (6) can be compared with the mass-only row. With $\varepsilon=1.58$, $\Omega_a=20.0$ Å$^3$ and $v=5374$ m/s, or 35.4 meV Å, it gives 0.0144 µeV at 2 meV, against 0.0189 µeV computed. The speed was averaged from the [100] direction alone; shear waves are slower in other directions, 3.9 km/s along [110]. Averaging $v^{-3}$ over all directions gives an effective 32.6 meV Å and 0.0184 µeV, which closes most of the gap.

## What the number means for silicon with germanium

At 12 meV the lifetime is $\hbar/\Gamma=7.5$ ps, and with the mean sound speed the mean free path is 40 nm; the group speed averaged over the modes at 12 meV is lower, 29 meV Å, and gives 33 nm. The masses and the lattice constant are close to those of silicon with dilute germanium. The springs are rough. The model's [100] sound speeds, 5.0 and 6.6 km/s, lie below the roughly 6 and 8 km/s of silicon. As $\Gamma\propto v^{-3}$ in (6), this alone makes the long-wave rates too high by a factor of about 1.7. The transverse zone-boundary energy, 26.7 meV, is instead well above the real value of roughly 19 meV. Real transverse branches flatten earlier, which raises their density of final states near 12 meV above the value that a linear dispersion with the real sound speed would give. The net error of the model there was not computed.

Real samples also scatter phonons by other means. A rough high-temperature estimate of anharmonic damping is $2\gamma_G^2k_BT\omega^2/(Mv^2\omega_D)$, with Grüneisen parameter $\gamma_G=1$ and Debye energy $\omega_D=50.8$ meV. Since 300 K is only about half the Debye temperature of the model, it can give no more than the order of magnitude. At 12 meV it gives 17 µeV. Boundaries 1 µm apart add about $v/L=3.5$ µeV. If the rates simply add, the total is 108 µeV and the lifetime falls from 7.5 to roughly 6 ps. At one percent, moreover, 15% of defects have another within two bonds, so the assumption of isolated defects is strained.

A further limit lies in the springs. A changed transverse spring resists rigid rotation of its bond, which the translational sum rule does not forbid. A long shear wave contains local rotation of the same order in $k$ as its strain, while a purely longitudinal wave contains none. The $\omega^4$ law therefore survives, but its coefficient is affected. With transverse changes removed, and the host held fixed, the rate at 12 meV falls to 0.745 of its value, close to the mass-only result. Most of the spring contribution in this example therefore comes from the transverse changes. This comparison does not isolate the error due to broken rotational invariance, because it also removes the response of those springs to shear. The host's own transverse springs resist rigid rotation too, which affects its shear waves. For a quantitative rate, both $K_0$ and $\Delta K$ should come from a rotationally invariant model or calculation, and $S$ should be enlarged until the repaired rates settle. The remaining values are in the numerical output.

## Calculated quantities

```
lattice constant 5.43 A; masses 28.1, 72.6 u
springs radial 8.0, transverse 1.2 eV/A^2
bond scales inner 0.85, back 0.97
defect fraction 0.01; density 5.00e+20 cm^-3
host optical mode at zone centre 64.2 meV
sound speeds [100]: T 5011, L 6623 m/s
largest row sum of raw dK 0.312 eV/A^2
norm of change: projection 0.570 eV/A^2
norm of change: on-site fix 1.131 eV/A^2
subspace vs supercell T, relative error 4.0e-13
Green mesh 32^3; 6 points, step 1.6 meV
surface-averaged rates in micro-eV at 2, 4, 8, 12 meV:
  full 17 atoms: 0.01959, 0.3418, 8.019, 87.41
  raw 5 atoms: 21.71, 25.85, 51.41, 166.7
  projected 5: 0.0208, 0.3623, 8.474, 93.79
  on-site fix 5: 0.0192, 0.3341, 7.723, 81.47
  mass only: 0.01886, 0.3234, 6.977, 62.62
  radial only 17: 0.01893, 0.3253, 7.095, 65.16
exponent of the rate between 2 and 4 meV:
  full 17 atoms: 4.13
  raw 5 atoms: 0.25
  projected 5: 4.12
  on-site fix 5: 4.12
optical theorem: forward, sum (micro-eV), worst state (%)
  full 17 atoms, 8 meV: 8.014, 8.019, 0.71
  raw 5 atoms, 8 meV: 51.39, 51.41, 0.72
  projected 5, 8 meV: 8.468, 8.474, 0.70
  full 17 atoms, 12 meV: 87.18, 87.41, 0.35
  raw 5 atoms, 12 meV: 166.4, 166.7, 0.29
  projected 5, 12 meV: 93.53, 93.79, 0.38
one-sided repair, worst state at 8 meV: 479 %
time test: 9792 atoms, 69 defects, 8 modes
  mode energies 34.3 to 38.6 meV
  mean rate from T 0.3640 meV
  mean rate from decay in time 0.3516 meV
main rate at 12 meV 87.41 micro-eV
  lifetime 7.5 ps
  mean free path 40 nm (mean sound speed)
mean sound speed 5374 m/s; Debye energy 50.8 meV
neglected at 12 meV: anharmonic, 300 K: 17.4 micro-eV
  (rough Grueneisen parameter 1.0)
  boundaries, 1 um sample: 3.54 micro-eV
  defects with another within two bonds: 14.9 %
  no transverse spring change: rate x 0.745
  TA at X: model 26.7 meV, real roughly 19 meV
```
